# A fit at K can miss the Q valley of MoS2

## Question

I have a nearest-neighbour three-band tight-binding model of monolayer MoS2. It reproduces the gap at K and the electron and hole masses there. I want to use the same bands for hot electrons. Is agreement at K enough reason to trust the conduction band elsewhere in the zone, in particular at the Q valley between Γ and K? If it is not, do third-neighbour hoppings merely refine the numbers, or can they change the answer?

## Answer

Agreement at K is not enough. The gap and masses describe a small neighbourhood of one point, and several hopping sets can give the same neighbourhood. To separate this from ordinary fitting error, I compare a third-neighbour model with a nearest-neighbour model adjusted to have the same K gap and masses.

### The two models

Use orthogonal Mo orbitals in the order $d_{z^2},d_{xy},d_{x^2-y^2}$, labelled 0, 1, 2, on a triangular lattice of constant $a=0.319$ nm. Spin is left out at first. With real hopping matrices $E_{ij}(\mathbf R)=\langle i,\mathbf 0|H|j,\mathbf R\rangle$,

$$H(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}E(\mathbf R),\qquad E(-\mathbf R)=E(\mathbf R)^T.$$

The second relation is Hermiticity plus translation symmetry. The mirror $x\to-x$ reverses only $d_{xy}$. For the bond $(a,0)$ it also reverses the bond, so elements 01 and 12 are antisymmetric and 02 is symmetric:

$$F=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}.$$

The third-neighbour bond $(2a,0)$ has the same form with $t\to u$. The second-neighbour bond $(0,\sqrt3a)$ is unchanged by the mirror, so elements linking $d_{xy}$ to the other orbitals vanish. Its five remaining elements are written

$$G=\begin{pmatrix}r_0&0&2r_1/\sqrt3\\0&p&0\\2r_2/\sqrt3&0&q\end{pmatrix},$$

with $p=r_{11}+\sqrt3r_{12}$ and $q=r_{11}-r_{12}/\sqrt3$.

A 120° rotation turns the in-plane pair through 240°, because these orbitals vary as $\sin2\phi$ and $\cos2\phi$. Their rotation block is

$$U=-\tfrac12 I-\tfrac{\sqrt3}{2}J,\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

With $D=1\oplus U$, the rotated bonds have matrices $DED^T$ and $D^TED$.

**First shell on Γ–K.** Put $k_y=0$ and $x=k_xa/2$. The bond $(a,0)$ has phase $e^{2ix}$; its two rotated copies both have phase $e^{-ix}$. Call the sum of their matrices $S$. Since $U+U^T=-I$, $S_{01}=-t_1$, $S_{10}=t_1$ and $S_{02}=S_{20}=-t_2$. In the in-plane block the terms linear in $J$ cancel, while $J$ exchanges the two diagonal elements and leaves the antisymmetric part alone. Thus

$$S_{11}=\tfrac12t_{11}+\tfrac32t_{22},\quad S_{22}=\tfrac32t_{11}+\tfrac12t_{22},\quad S_{12}=2t_{12}.$$

Adding the opposite bonds gives

$$\begin{aligned}
H_{00}&=e_1+2t_0(2\cos x+\cos2x),\\
H_{01}&=2it_1(\sin x+\sin2x),\\
H_{02}&=2t_2(\cos2x-\cos x),\\
H_{11}&=e_2+2t_{11}\cos2x+(t_{11}+3t_{22})\cos x,\\
H_{22}&=e_2+2t_{22}\cos2x+(3t_{11}+t_{22})\cos x,\\
H_{12}&=2it_{12}(\sin2x-2\sin x).
\end{aligned}$$

**Farther shells.** For the third shell, repeat the hopping terms with $t\to u$, $x\to2x$. For the second, the vertical bonds have phase 1, and the rotated copies of $(0,\sqrt3a)$ have phases $e^{\mp3ix}$. For the $e^{-3ix}$ copy, $DGD^T$ has 01 element $-r_1$, 10 element $-r_2$, 02 element $-r_1/\sqrt3$ and 20 element $-r_2/\sqrt3$. The other copy has the first two signs reversed. The diagonal in-plane elements are $(p+3q)/4=r_{11}$ and $(3p+q)/4=r_{11}+2r_{12}/\sqrt3$; the 12 elements cancel. The additions are therefore

$$\begin{aligned}
\Delta H_{00}&=2r_0(1+2\cos3x),\\
\Delta H_{01}&=2i(r_1-r_2)\sin3x,\\
\Delta H_{02}&=\tfrac{2}{\sqrt3}(r_1+r_2)(1-\cos3x),\\
\Delta H_{11}&=2p+4r_{11}\cos3x,\\
\Delta H_{22}&=2q+(4r_{11}+8r_{12}/\sqrt3)\cos3x.
\end{aligned}$$

The parameters, listed in the numerical output, are inputs from fits to semilocal (GGA) bands; I do not derive them. The third-neighbour model is the reference for this comparison, not an exact band structure.

### What K sees

At K, $x=2\pi/3$, so $\cos x=\cos2x=-1/2$ and $\cos3x=1$. The couplings of $d_{z^2}$ to the other orbitals vanish. With $|\pm\rangle=(|2\rangle\pm i|1\rangle)/\sqrt2$, the third-neighbour energies are

$$\begin{aligned}
E_c&=e_1-3t_0+6r_0-3u_0,\\
E_{v,u}&=\bar E\mp3\sqrt3(t_{12}-u_{12}),\\
\bar E&=e_2-\tfrac32(t_{11}+t_{22})+6r_{11}+2\sqrt3r_{12}-\tfrac32(u_{11}+u_{22}).
\end{aligned}$$

Here $v$ is $|+\rangle$ and $u$ is the upper state $|-\rangle$. First- and third-neighbour terms enter in fixed combinations. For instance, $t_{12}-u_{12}=0.162+0.176=0.338$ eV, the same as $t_{12}$ in the starting nearest-neighbour model. K energies cannot tell these two assignments apart.

Numerically, $E_c=0.683+0.438+0.360+0.114=1.595$ eV and $E_v=-0.063$ eV, giving a gap at K of 1.658 eV.

### Matching the masses as well

For the nearest-neighbour model, set $x=2\pi/3+\delta$, where $\delta=qa/2$ and $q$ is now the wavevector measured from K. To the orders needed,

$$\begin{aligned}
2\cos x+\cos2x&=-\tfrac32+\tfrac32\delta^2,\\
\sin x+\sin2x&=-\tfrac32\delta,\\
\cos2x-\cos x&=\tfrac{3\sqrt3}{2}\delta,\\
\sin2x-2\sin x&=-\tfrac{3\sqrt3}{2}(1-\delta^2).
\end{aligned}$$

Consequently $H_{01}=-3it_1\delta$ and $H_{02}=3\sqrt3t_2\delta$, so

$$\langle0|H|\pm\rangle=\frac{H_{02}\pm iH_{01}}{\sqrt2}=\frac{3(\sqrt3t_2\pm t_1)\delta}{\sqrt2}.$$

Also, because $H_{12}+H_{21}=0$ on this line,

$$\langle+|H|-\rangle=\tfrac12(H_{22}-H_{11})=-\tfrac{3\sqrt3}{2}(t_{11}-t_{22})\delta.$$

The direct quadratic terms are $3t_0$ for $c$ and $\frac32(t_{11}+t_{22})+3\sqrt3t_{12}$ for $v$. Second-order perturbation theory adds each squared coupling divided by the state's energy minus the other state's energy. With $G_K=E_c-E_v$, the coefficients in $E=E_K+A\delta^2$ are

$$\begin{aligned}
A_c&=3t_0+\frac{9(\sqrt3t_2+t_1)^2}{2G_K}-\frac{9(\sqrt3t_2-t_1)^2}{2(E_u-E_c)},\\
A_v&=\tfrac32(t_{11}+t_{22})+3\sqrt3t_{12}-\frac{9(\sqrt3t_2+t_1)^2}{2G_K}\\
&\quad-\frac{27(t_{11}-t_{22})^2}{4(E_u-E_v)}.
\end{aligned}$$

Threefold symmetry makes the quadratic term isotropic. Equating $Aq^2a^2/4$ with $\hbar^2q^2/2m$ gives $m=2\hbar^2/(a^2A)$.

I started from the nearest-neighbour values labelled "start" in the output and solved the four conditions for $E_c,E_v,m_c,m_v$, using the smallest parameter change in each linearised step. For the refitted model,

$$A_c=-0.555+4.912-0.772=3.585\ \text{eV}.$$

Since $\hbar^2/(m_0a^2)=0.749$ eV, $m_c=1.498/3.585=0.418m_0$. The valence mass is $-0.532m_0$, negative because that band curves downward. Both match the third-neighbour model. Finite differences of the eigenvalues tested the nearest-neighbour mass formulas in two directions, with relative disagreement below $10^{-4}$.

### The same K valley, a different band at Q

The third-neighbour conduction band has a minimum at 0.470 of the distance from Γ to K, only 0.297 eV above K. Mirror symmetry combined with time reversal gives $E(k_x,-k_y)=E(k_x,k_y)$, so the transverse slope is zero on this line. Both curvatures are positive, with masses $0.76m_0$ along the line and $1.51m_0$ across it. This is a true two-dimensional valley.

To see the difference directly, multiply $|1\rangle$ by $-i$, which makes both Γ–K matrices real. At this Q point, in eV,

$$H_{\rm TNN}=\begin{pmatrix}0.469&-0.494&-1.340\\-0.494&1.779&-0.659\\-1.340&-0.659&1.265\end{pmatrix},$$

$$H_{\rm NN}=\begin{pmatrix}0.773&1.385&-1.033\\1.385&2.137&0.495\\-1.033&0.495&2.458\end{pmatrix}.$$

TNN and NN denote the third-neighbour and refitted nearest-neighbour models. With $\lambda$ in eV, the characteristic equations are

$$\begin{aligned}
\lambda^3-3.513\lambda^2+1.204\lambda+3.524&=0,\\
\lambda^3-5.368\lambda^2+5.574\lambda+4.541&=0.
\end{aligned}$$

The printed coefficients are rounded. With unrounded ones the middle roots, which are the conduction energies, are 1.892 and 2.818 eV; the rounded second equation would give 2.816 eV. Subtracting the common K energy gives 0.297 and 1.223 eV. The refit is 0.926 eV too high relative to the reference, despite its matched K gap and masses.

Heights above each model's K conduction edge, in eV, are:

| Model | Γ | Q | M |
|---|---:|---:|---:|
| TNN | 1.331 | 0.297 | 0.595 |
| NN refit | 1.350 | 1.223 | 0.556 |

Even checking the conduction energies at Γ and M would not expose the fault: there the models differ by only 0.02 and 0.04 eV. A fuller check at M would show a difference, since the next band lies 1.06 eV above the K conduction edge in the reference but 2.04 eV above it in the refit. The refit does have a shallow minimum along the line, at 0.371 of Γ–K, but it lies 1.196 eV above K. Across the line the band curves downward there, so this point is a saddle, not a valley.

### What the farther shells do

The trace shows how the average of the three bands moves, without following an individual band. Rotating a bond leaves the trace of its hopping matrix unchanged, so in the trace of $H$ each shell enters as that hopping trace times the sum of its six bond phases. From first to third shell these sums are $(-3,6,-3)$ at K and $(1.438,-1.929,-2.949)$ at Q. The corresponding hopping traces in the third-neighbour model are 0.012, 0.192 and 0.078 eV. On going from K to Q, the sum of its three band energies changes by

$$0.012(4.438)+0.192(-7.929)+0.078(0.051)\simeq-1.47\ \text{eV}.$$

In the refit there is only a first-shell trace, 0.099 eV, and the change is $0.099(4.438)\simeq+0.44$ eV. The second shell therefore pulls the average band energy down at Q in the reference. This does not by itself explain the low conduction band, because the trace does not say how the three bands share the shift.

For one band, split its energy into the expectation values of the on-site term and of the three shells in the conduction state. From K to Q these change by $+0.75$, $+0.27$, $-0.05$ and $-0.67$ eV, which add to 0.30 eV. The direct lowering thus comes mainly from the third shell, although all the terms together shape the state. Nor can the low energy be assigned to one farther shell alone: removing only the second or only the third, without refitting the rest, leaves the conduction energy at this point 0.34 or 0.20 eV above K. The second value is even lower than in the full model, because removing a shell also changes the state and the K energy. None of these truncated models keeps the K data. Without the third shell the K gap falls to 0.455 eV and the minimum along the line near Q becomes a saddle. Without the second the gap is 1.695 eV and a valley survives, at 0.364 of Γ–K and 0.14 eV above K, but K is no longer the lowest point on the line. Removing both leaves 0.50 eV, with a K gap of 0.49 eV and no minimum inside Γ–K. The split above is therefore an account of the energy in one state, not a prediction of what happens when a shell is removed.

The Q state also differs in character from the K conduction edge. On the $k_x$ axis its weights are 27% $d_{z^2}$, 67% $d_{xy}$ and 6% $d_{x^2-y^2}$, whereas the K edge is pure $d_{z^2}$ in this basis. In the four Q valleys off that axis the $d_{z^2}$ weight is the same, but rotation mixes the in-plane pair and their weights become 21% and 52%. A good K mass does not by itself test such a state. These are weights within the three Mo orbitals; the real Q state also has sizeable sulfur $p$ weight, which this basis leaves out.

### Is every nearest-neighbour model wrong in the same way?

No. Eight parameters subject to four K conditions leave freedom. I found another nearest-neighbour set with the same K gap and masses, but with its conduction energy at the same Q point lowered by 0.500 eV, to 0.723 eV above K. This directly shows that the K data do not determine the Q energy.

That variant is not a repaired MoS2 model. Its M-point conduction energy falls to only 0.048 eV above K, and its energies at 0.25, 0.47 and 0.75 of Γ–K are 0.591, 0.723 and 0.720 eV, so those samples give no sign of a valley at Q. This calculation does not decide whether some other nearest-neighbour set could make an acceptable one. Nor does adding third neighbours guarantee a good Q valley: their parameters must be constrained by data there.

### When the missing valley affects a calculation

For a dilute gas with a Boltzmann distribution, a parabolic valley has a population proportional to $\sqrt{m_lm_t}\,k_BT\exp(-E/k_BT)$, from the two-dimensional Gaussian integral over wavevector. There are six Q valleys and two K valleys, with equal spin degeneracy here. If $\Delta$ is their separation,

$$\frac{N_Q}{N_K}=\frac{3\sqrt{m_lm_t}}{m_c}e^{-\Delta/k_BT}.$$

At 300 K the prefactor is $3(1.07)/0.418=7.7$ and the exponential is $1.03\times10^{-5}$, giving $7.9\times10^{-5}$. A direct sum over the zone, counting states within one quarter of the Γ–K length of each valley centre, gives $8.5\times10^{-5}$. The 6% difference is the parabolic error of the ratio. The K and Q populations separately exceed their parabolic values by about 6% and 12%, and these errors partly cancel. With this model's separation, omitting Q is harmless for the equilibrium population at 300 K and low density. That conclusion depends strongly on $\Delta$: with the same masses, $\Delta=0.1$ eV would give $N_Q/N_K\simeq0.16$, which is not negligible.

Now assume an electron temperature of 1500 K, with the bands held fixed. The share depends on how the Q region is drawn: in the third-neighbour model it runs from 20% to 37% for radii from 0.15 to 0.28 of Γ–K, and the whole Q basins hold 43%. The next band, left out here, would hold about 2%. The same Q regions as before contain 34% of the electrons in the lowest conduction band in the third-neighbour model, but 1.0% in the refit. The latter electrons occupy the high-energy tail in that region, not a low Q valley. A hot-electron calculation based on the refit would miss a major reservoir of carriers and the scattering into it.

### How far to trust these numbers for a real layer

The reference model was fitted to semilocal bands, and such calculations underestimate the quasiparticle gap. The Q–K separation is uncertain too, since it depends on strain and on the electronic-structure method. At 1500 K, an error of 0.1 eV in $\Delta$ changes $N_Q/N_K$ by a factor of 2.2. The 34% share is thus a model result, not a device prediction. A strong field also need not produce a Boltzmann distribution with one electron temperature.

Spin–orbit coupling can be sized by adding $\pm i\lambda$ to $H_{12}$ for the two spins, with a rough $\lambda=0.07$ eV. It splits the K valence edge by 0.14 eV and the Q conduction state by 0.056 eV, but leaves the K conduction edge unsplit in this model. At fixed Q position, the lower Q branch is then 0.267 eV above K instead of 0.297 eV. This matters for populations, but is small beside the 0.926 eV error of the refit.

The dilute assumption is reasonable for the example density of $10^{12}$ cm$^{-2}$ at 300 K: it is 0.11 of the K density of states times $k_BT$. At zero temperature, filling parabolic K valleys up to Q would take about $1.0\times10^{14}$ cm$^{-2}$. This is an underestimate for the model, whose band rises more slowly than a parabola away from K and so holds more states below Q. Well before such filling, Boltzmann statistics must be replaced by Fermi statistics.

For your purpose, first set the highest electron energy that matters, including the thermal tail. Then compare the tight-binding conduction band with its reference throughout the zone up to that energy, and check the orbital character if you need scattering rates. The K-fitted model can serve near K at low density and modest electron temperature. Once electrons can reach the Q valley, Q has to be checked separately. That is about 0.3 eV above the edge in this reference, but it may be lower in a real layer. The numerical output gives the full parameter sets and the remaining comparison values.

## Calculated quantities

```
Lattice constant: 0.319 nm
TNN e1,e2 (eV): 0.683 1.707
TNN t0,t1,t2,t11,t12,t22 (eV): -0.146 -0.114 0.506 0.085 0.162 0.073
TNN r0,r1,r2,r11,r12 (eV): 0.06 -0.236 0.067 0.016 0.087
TNN u0,u1,u2,u11,u12,u22 (eV): -0.038 0.046 0.001 0.266 -0.176 -0.15
NN order: e1,e2,t0,t1,t2,t11,t12,t22 (eV)
NN start: 1.0460 2.1040 -0.1840 0.4010 0.5070 0.2180 0.3380 0.0570
NN refit: 1.0397 2.0930 -0.1851 0.3947 0.5488 0.2275 0.3329 0.0567
NN variant: 1.0302 1.8257 -0.1883 0.4310 0.5110 0.0633 0.3215 0.0821
TNN K energies v,c,u (eV): -0.0629 1.5950 3.4497
TNN t12-u12: 0.338 eV
TNN: gap 1.6579 eV; mc,mv 0.4178, -0.5324 m0
start: gap 1.6628 eV; mc,mv 0.4508, -0.6486 m0
refit: gap 1.6579 eV; mc,mv 0.4178, -0.5324 m0
variant: gap 1.6579 eV; mc,mv 0.4178, -0.5324 m0
Q position / Gamma-K length: 0.4700
TNN Q-K separation: 0.2968 eV
TNN Q masses along,across: 0.760, 1.508 m0
Q weights z2,xy,x2-y2: 0.270 0.668 0.062
Conduction heights above K (eV) at Gamma,0.25,Q,0.75,M:
TNN: 1.3314 0.6885 0.2968 0.4929 0.5954
start: 1.3310 1.2175 1.2216 0.6641 0.5530
refit: 1.3504 1.2354 1.2226 0.6743 0.5555
variant: 0.6669 0.5913 0.7226 0.7202 0.0477
Refit minima inside Gamma-K: 1
  at 0.371 of Gamma-K, height 1.1964 eV
Shell phase sums 1,2,3 at K: -3.000 6.000 -3.000
Shell phase sums 1,2,3 at Q: 1.438 -1.929 -2.949
NQ/NK at 100 K, grid,parabolic: 8.621e-15, 8.483e-15
NQ/NK at 300 K, grid,parabolic: 8.454e-05, 7.944e-05
Q-region share at 300 K, TNN,refit: 8.453e-05, 5.912e-13
Q-region share at 1500 K, TNN,refit: 3.401e-01, 9.650e-03
Rough spin-orbit strength: 0.07 eV
Spin splitting, K valence: 0.140 eV
Spin splitting, Q conduction: 0.056 eV
Q-K with spin-orbit, fixed Q: 0.267 eV
Example density: 1.0e+12 cm^-2
Density / (K DOS*kT), 300 K: 0.111
Parabolic K density up to Q: 1.04e+14 cm^-2
Ratio factor for 0.1 eV error, 1500 K: 2.17
```
